**Largest eigenvalue of the PAW problem and its S-Lanczos bounds**

The program treats H c = λ S c in plane waves, with S = 1 + q|p⟩⟨p| for one projector p and overlap charge q, in Hartree atomic units. With ε0 the lowest eigenvalue, A = H − ε0 S, and w the unit eigenvector of S for its smallest eigenvalue s_min, it asserts that λ_max lies between ε0 + ⟨w|A|w⟩/s_min and ε0 + max(A)/s_min. It also asserts the secular equation for the outlier, and that a soft direction of S along the reference state leaves the top unmoved. For Lanczos in the S-inner product it asserts that the largest Ritz value lies below λ_max and that the bound x, built from the residual norms and an overlap floor δ, lies above it. The output shows λ_max = 32.04 Ha at a cutoff of 10 Ha for q = −0.95, while the lowest eigenvalue stays at −0.2781 Ha for every q. After ten steps, x agrees with λ_max to better than 0.001 Ha. The simple estimate "Ritz value plus last residual norm" fails for some random starts and for an odd start vector. A Chebyshev filter with its upper edge at the cutoff amplifies the top state far more than the ground state, and an edge at x removes this fault.

## Numerical check

```python
"""
Result under test: in the PAW problem H c = lambda S c the largest eigenvalue
is not the plane-wave cutoff. With eps0 the lowest eigenvalue, A = H - eps0 S,
and w the unit eigenvector of S for its smallest eigenvalue s_min,
    eps0 + <w|A|w>/s_min <= lambda_max <= eps0 + max(A)/s_min .
k Lanczos steps in the S-inner product, with Ritz values theta_i and residual
norms beta_j, give theta_max <= lambda_max <= x, where x > theta_max solves
    prod_i (x - theta_i) = prod_j beta_j / delta ,
if the start vector has S-overlap of at least delta with the top eigenvector.
Model: S = 1 + q |p><p|, H = K + V + D |p><p|, D = D0 + eps0 q.
Hartree atomic units; all matrices are real.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_chebyt
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
side, e_cut = 6.0, 10.0
depth, well_width = 2.0, 1.0
proj_width, d_zero = 0.5, 0.5
volume = side**3
rng = np.random.default_rng(7)


def well_fourier(g2):
    return (-depth * (2 * np.pi * well_width**2)**1.5 / volume
            * np.exp(-0.5 * g2 * well_width**2))


def projector_fourier(g2):
    return ((4 * np.pi * proj_width**2)**0.75 / np.sqrt(volume)
            * np.exp(-0.5 * g2 * proj_width**2))


def build(cutoff):
    """Kinetic energies, K + V + D0|p><p|, and projector coefficients."""
    unit = 2 * np.pi / side
    n = int(np.sqrt(2 * cutoff) / unit) + 1
    r = np.arange(-n, n + 1)
    grid = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    g = unit * grid
    g = g[0.5 * np.sum(g**2, axis=1) <= cutoff]
    g2 = np.sum(g**2, axis=1)
    diff2 = np.maximum(g2[:, None] + g2[None, :] - 2 * g @ g.T, 0.0)
    p = projector_fourier(g2)
    h = np.diag(0.5 * g2) + well_fourier(diff2) + d_zero * np.outer(p, p)
    return 0.5 * g2, h, p


# Fourier coefficients against radial quadrature
g_test = 2 * np.pi / side


def radial_transform(f):
    return quad(lambda r: 4 * np.pi * r * np.sin(g_test * r) / g_test * f(r),
                0, 12, epsabs=1e-12)[0]


v_quad = radial_transform(
    lambda r: -depth * np.exp(-r**2 / (2 * well_width**2))) / volume
p_norm = (np.pi * proj_width**2)**-0.75
p_quad = radial_transform(
    lambda r: p_norm * np.exp(-r**2 / (2 * proj_width**2))) / np.sqrt(volume)
assert abs(v_quad - well_fourier(g_test**2)) < 1e-9
assert abs(p_quad - projector_fourier(g_test**2)) < 1e-9

kin, h_zero, p = build(e_cut)
size = len(p)
identity = np.eye(size)
pp = np.outer(p, p)
n_p = p @ p
levels0, states0 = np.linalg.eigh(h_zero)
eps0, h_top = levels0[0], levels0[-1]
a_mat = h_zero - eps0 * identity
a_max = h_top - eps0
a_soft = p @ a_mat @ p / n_p

# without augmentation the top lies near the largest kinetic energy
assert kin.max() + well_fourier(0.0) <= h_top + 1e-10
assert h_top <= kin.max() + d_zero * n_p + 1e-10

print(f"cell side {side:.1f} bohr, cutoff {e_cut:.1f} Ha, N = {size}")
print(f"well depth {depth:.1f} Ha, well width {well_width:.1f} bohr")
print(f"projector width {proj_width:.1f} bohr, D0 = {d_zero:.1f} Ha")
print(f"largest kinetic energy in basis {kin.max():.4f} Ha")
print(f"average potential V(G=0) {well_fourier(0.0):.4f} Ha")
print(f"q=0: lowest {eps0:.4f} Ha, highest {h_top:.4f} Ha")
print(f"<p|p> in basis {n_p:.5f}")
print(f"<w|A|w> {a_soft:.4f} Ha, max(A) {a_max:.4f} Ha")

print("q, s_min, lower bound, lambda_max, upper bound, lowest (Ha)")
for q in (0.5, 0.0, -0.5, -0.9, -0.95, -0.98):
    s_mat = identity + q * pp
    h_mat = h_zero + eps0 * q * pp
    s_val, s_vec = np.linalg.eigh(s_mat)
    s_min, w = s_val[0], s_vec[:, 0]
    lam = eigh(h_mat, s_mat, eigvals_only=True)
    low = eps0 + w @ (h_mat - eps0 * s_mat) @ w / s_min
    high = eps0 + a_max / s_min
    assert low <= lam[-1] + 1e-8 and lam[-1] <= high + 1e-8
    assert abs(lam[0] - eps0) < 1e-8
    if q >= 0:
        assert lam[-1] <= h_top + 1e-8
    else:
        assert abs(s_min - (1 + q * n_p)) < 1e-10
        assert np.sum(lam > h_top + 1e-8) <= 1
        mu = lam[-1] - eps0
        secular = -q * mu * (p @ np.linalg.solve(mu * identity - a_mat, p))
        assert abs(secular - 1) < 1e-6
    low_text = f"{low:.3f}" if q < 0 else "-"
    print(f"{q:5.2f} {s_min:.4f} {low_text} {lam[-1]:.3f} "
          f"{high:.3f} {lam[0]:.4f}")

# a soft direction of S along the reference state leaves the top in place
q = -0.95
ground = states0[:, 0]
s_harmless = identity + q * np.outer(ground, ground)
h_harmless = h_zero + eps0 * q * np.outer(ground, ground)
top_harmless = eigh(h_harmless, s_harmless, eigvals_only=True)[-1]
assert abs(top_harmless - h_top) < 1e-8
print(f"p = reference state, q={q}: s_min {1 + q:.4f}, "
      f"top {top_harmless:.4f} Ha")

# main case
d_main = d_zero + eps0 * q
s_mat = identity + q * pp
h_mat = h_zero + eps0 * q * pp
lam, vecs = eigh(h_mat, s_mat)
lam_max, top = lam[-1], vecs[:, -1]
s_min = 1 + q * n_p
assert lam_max > 2 * e_cut
print(f"q={q}: D = {d_main:.4f} Ha, lambda_max {lam_max:.4f} Ha "
      f"= {lam_max * HARTREE_EV:.1f} eV")
print(f"lambda_max / cutoff = {lam_max / e_cut:.3f}; "
      f"second highest {lam[-2]:.4f} Ha")

print("same q and D: cutoff (Ha), N, s_min, lambda_max (Ha), ratio")
for cutoff in (5.0, 10.0, 20.0):
    _, h_c, p_c = build(cutoff)
    m = len(p_c)
    pp_c = np.outer(p_c, p_c)
    top_c = eigh(h_c + (d_main - d_zero) * pp_c, np.eye(m) + q * pp_c,
                 eigvals_only=True, subset_by_index=[m - 1, m - 1])[0]
    print(f"{cutoff:5.1f} {m} {1 + q * (p_c @ p_c):.4f} "
          f"{top_c:.3f} {top_c / cutoff:.3f}")


def apply_s(x):
    return x + q * p * (p @ x)


def solve_s(x):
    return x - p * (q / s_min) * (p @ x)


def inverse_root_s(x):
    return x + p * ((s_min**-0.5 - 1) / n_p) * (p @ x)


probe = rng.standard_normal(size)
assert np.allclose(solve_s(probe), np.linalg.solve(s_mat, probe), atol=1e-9)
assert np.allclose(apply_s(inverse_root_s(inverse_root_s(probe))), probe,
                   atol=1e-9)


def lanczos(start, steps):
    """S-orthonormal vectors, Ritz values, betas, last parts of Ritz vectors."""
    basis = [start / np.sqrt(start @ apply_s(start))]
    alphas, betas = [], []
    for _ in range(steps):
        h_v = h_mat @ basis[-1]
        alphas.append(basis[-1] @ h_v)
        new = solve_s(h_v)
        block = np.array(basis)
        for _ in range(2):
            new = new - block.T @ (block @ apply_s(new))
        betas.append(np.sqrt(new @ apply_s(new)))
        basis.append(new / betas[-1])
    tri = np.diag(alphas) + np.diag(betas[:-1], 1) + np.diag(betas[:-1], -1)
    ritz, y = np.linalg.eigh(tri)
    return np.array(basis), ritz, np.array(betas), np.abs(y[-1]), tri


def upper_bound(ritz, betas, delta):
    gaps = ritz[-1] - ritz[:-1]
    target = np.sum(np.log(betas)) - np.log(delta)

    def mismatch(log_t):
        return log_t + np.sum(np.log(np.exp(log_t) + gaps)) - target

    log_t = brentq(mismatch, -200.0, target / len(ritz) + 1.0)
    return ritz[-1] + np.exp(log_t)


def overlap_floor(failure):
    return failure * np.sqrt(np.pi / (2 * (size - 1)))


# overlap statistics of the random start, with a failure level easy to sample
gauss = rng.standard_normal((20000, size))
direction = inverse_root_s(apply_s(top))
overlaps = np.abs(gauss @ direction) / np.linalg.norm(gauss, axis=1)
fraction = np.mean(overlaps < overlap_floor(0.1))
assert 0.09 < fraction < 0.107
print(f"sampled P(overlap < floor) {fraction:.4f} for eta = 0.1")

eta = 1e-3
delta = overlap_floor(eta)
start = inverse_root_s(rng.standard_normal(size))
print(f"eta = {eta:.0e}, overlap floor delta = {delta:.3e}")
print("steps, theta_max, theta_max+beta_k, guaranteed bound x (Ha)")
for steps in (2, 4, 6, 8, 10):
    basis, ritz, betas, last, tri = lanczos(start, steps)
    bound = upper_bound(ritz, betas, delta)
    first_overlap = abs(top @ apply_s(basis[0]))
    assert first_overlap > delta
    gram = basis @ s_mat @ basis.T
    assert np.allclose(gram, np.eye(steps + 1), atol=1e-9)
    assert np.allclose(basis[:-1] @ h_mat @ basis[:-1].T, tri, atol=1e-8)
    # rounding of eigenvalues sets the tolerance once converged
    assert ritz[-1] <= lam_max + 1e-8 and lam_max <= bound + 1e-8
    assert np.min(np.abs(lam - ritz[-1])) <= betas[-1] * last[-1] + 1e-8
    if steps == 4:
        left = np.prod(betas) * abs(top @ apply_s(basis[-1]))
        right = np.prod(lam_max - ritz) * first_overlap
        assert abs(left / right - 1) < 1e-5
    print(f"{steps:2d} {ritz[-1]:.6f} {ritz[-1] + betas[-1]:.4f} "
          f"{bound:.6f}")
print(f"overlap of this start with the top state {first_overlap:.4f}")
safe_edge = bound

trials = 300
print(f"failures in {trials} random starts: steps, theta+beta, bound x")
for steps in (2, 3, 4, 6):
    simple_fail = bound_fail = 0
    for _ in range(trials):
        trial = inverse_root_s(rng.standard_normal(size))
        _, ritz, betas, _, _ = lanczos(trial, steps)
        simple_fail += ritz[-1] + betas[-1] < lam_max - 1e-8
        bound_fail += upper_bound(ritz, betas, delta) < lam_max - 1e-8
    assert bound_fail <= 3
    print(f"{steps:2d} {simple_fail} {bound_fail}")

# an odd start vector has no overlap with the even top state
odd = rng.standard_normal(size)
odd = odd - odd[::-1]
assert abs(top @ apply_s(odd)) < 1e-9
_, ritz, betas, _, _ = lanczos(odd, 8)
assert ritz[-1] + betas[-1] < lam_max
print(f"odd start, 8 steps: theta_max {ritz[-1]:.4f} Ha, "
      f"theta+beta {ritz[-1] + betas[-1]:.4f} Ha")

# Chebyshev filter: measured amplification of the lowest and top states
degree, lower_edge = 8, 1.0


def amplification(upper_edge):
    center = 0.5 * (upper_edge + lower_edge)
    half = 0.5 * (upper_edge - lower_edge)

    def scaled(x):
        return (solve_s(h_mat @ x) - center * x) / half

    old, new = start, scaled(start)
    for _ in range(degree - 1):
        old, new = new, 2 * scaled(new) - old
    factors = []
    for index in (0, -1):
        dual = apply_s(vecs[:, index])
        factor = abs((dual @ new) / (dual @ start))
        formula = abs(eval_chebyt(degree, (lam[index] - center) / half))
        assert abs(factor / formula - 1) < 1e-4
        factors.append(factor)
    return factors


wrong = amplification(e_cut)
right = amplification(safe_edge)
assert wrong[1] > wrong[0]
assert right[1] < 1 + 1e-5 and right[0] > right[1]
print(f"Chebyshev degree {degree}, lower edge {lower_edge:.1f} Ha")
print(f"edge = cutoff: lowest x {wrong[0]:.3e}, top x {wrong[1]:.3e}")
print(f"edge = bound x: lowest x {right[0]:.3f}, top x {right[1]:.3f}")
print("tests ok")
```

It prints:

```
cell side 6.0 bohr, cutoff 10.0 Ha, N = 341
well depth 2.0 Ha, well width 1.0 bohr
projector width 0.5 bohr, D0 = 0.5 Ha
largest kinetic energy in basis 9.8696 Ha
average potential V(G=0) -0.1458 Ha
q=0: lowest -0.2781 Ha, highest 9.7582 Ha
<p|p> in basis 0.98340
<w|A|w> 1.9813 Ha, max(A) 10.0363 Ha
q, s_min, lower bound, lambda_max, upper bound, lowest (Ha)
 0.50 1.0000 - 9.758 9.758 -0.2781
 0.00 1.0000 - 9.758 9.758 -0.2781
-0.50 0.5083 3.620 9.772 19.467 -0.2781
-0.90 0.1149 16.960 19.327 87.041 -0.2781
-0.95 0.0658 29.848 32.040 152.325 -0.2781
-0.98 0.0363 54.356 56.459 276.469 -0.2781
p = reference state, q=-0.95: s_min 0.0500, top 9.7582 Ha
q=-0.95: D = 0.7642 Ha, lambda_max 32.0396 Ha = 871.8 eV
lambda_max / cutoff = 3.204; second highest 9.7582 Ha
same q and D: cutoff (Ha), N, s_min, lambda_max (Ha), ratio
  5.0 123 0.2010 8.551 1.710
 10.0 341 0.0658 32.040 3.204
 20.0 925 0.0502 44.141 2.207
sampled P(overlap < floor) 0.1015 for eta = 0.1
eta = 1e-03, overlap floor delta = 6.797e-05
steps, theta_max, theta_max+beta_k, guaranteed bound x (Ha)
 2 13.428064 25.4353 742.590819
 4 32.033397 34.6029 64.932976
 6 32.039556 34.6284 34.253364
 8 32.039557 33.9498 32.065973
10 32.039557 34.1981 32.039723
overlap of this start with the top state 0.0615
failures in 300 random starts: steps, theta+beta, bound x
 2 281 0
 3 36 0
 4 4 0
 6 0 0
odd start, 8 steps: theta_max 9.7360 Ha, theta+beta 11.9070 Ha
Chebyshev degree 8, lower edge 1.0 Ha
edge = cutoff: lowest x 1.816e+02, top x 1.768e+08
edge = bound x: lowest x 12.594, top x 0.999
tests ok
```
